\section*{Bethe-logarithm terms in hydrogen-like ions with finite nuclear mass, part 2}

An electron (mass $m$, charge $-e$, momentum $\mathbf p_1$) and a point nucleus (mass $M$, charge $+Ze$) form an ion with total momentum $\mathbf P=0$. SI units are used; $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, $\mu=mM/(m+M)$, $a=\hbar/(\mu cZ\alpha)$, $E_0=\mu c^2(Z\alpha)^2$. Reduced units are $a$, $\hbar/a$ and $E_0$. The relative motion ($\mathbf r,\mathbf p$) has $H=p^2/2\mu+U$, $U=-Z\alpha\hbar c/r$, $H|nl\rangle=E|nl\rangle$ and wave function $\psi$.

Part (a) gave the dipole coupling $eg\,\mathbf p\cdot\mathbf A$, $g=1/m+Z/M$, to the transverse field $\mathbf A$, dropped the state-independent $A^2$ term, and neglected atomic recoil. A spring model (charges $-1$ and $Z$, $m=1$, $M=3$, one field mode), solved exactly, confirmed $g^2$. Photon energies $\varepsilon=\hbar ck<K$ are kept, with
\begin{equation}
\mu c^2(Z\alpha)^2\ll K\ll \mu c^2Z\alpha .
\label{window}
\end{equation}
With $x_{n'}=E'-E$, $w_{n'}=\sum_i|\langle n'|p_i|nl\rangle|^2$ and $\mathcal G(\varepsilon)=\sum_{n'}w_{n'}/(x_{n'}+\varepsilon)$, removing the part linear in $K$ leaves the shift $\Delta E_L=(2\alpha/3\pi c^2)g^2I(K)$:
\begin{equation}
I(K)=\mathrm{PV}\!\int_0^K d\varepsilon\,\big[\langle p^2\rangle-\varepsilon\,\mathcal G(\varepsilon)\big]=\sum_{n'}w_{n'}x_{n'}\ln\left|\frac{x_{n'}+K}{x_{n'}}\right| .
\label{IK}
\end{equation}
The sum $D=\sum wx$ and the Bethe logarithm are
\begin{equation}
D=\frac{2\hbar^3cZ\alpha}{n^3}\left(\frac{\mu cZ\alpha}{\hbar}\right)^3\delta_{l0}=D_n\,\delta_{l0},\qquad D_n=\frac{2\mu^3c^4(Z\alpha)^4}{n^3}.
\label{sumrule}
\end{equation}
\begin{equation}
\ln k_0(n,l)=\frac{1}{D_n}\sum_{n'}w_{n'}x_{n'}\ln\left|\frac{2x_{n'}}{E_0}\right| .
\label{bethe}
\end{equation}
Then
\begin{equation}
I(K)=D_n\left[\delta_{l0}\ln\frac{2K}{E_0}-\ln k_0(n,l)\right]+\rho(K),\qquad \rho(K)=\sum wx\ln\left|1+\frac xK\right| .
\label{asym}
\end{equation}
\begin{equation}
\Delta E_L=\frac{4\alpha}{3\pi}\,(Z\alpha)^4\,\frac{\mu^3c^2}{n^3}\left(\frac1m+\frac ZM\right)^2\left[\delta_{l0}\ln\frac{2K}{\mu c^2(Z\alpha)^2}-\ln k_0(n,l)\right].
\label{main}
\end{equation}
\begin{equation}
\frac{\rho}{D_n}\approx 8\sqrt{\frac{E_0}{2K}}\qquad(l=0),
\label{rem}
\end{equation}
For $2p$, $\rho\approx1/(24K)$ in reduced units.

Part (e) asks to expand the mass factor in (\ref{main}), give the coefficient of $\ln k_0$ in each term and name the process, examine limiting cases, and state what the result does not determine.

\subsection*{Solution}

The three terms of $g^2$ give, for the part proportional to $\ln k_0$,
\begin{align}
\Delta E_{ee}&=-\frac43\,\frac{\alpha(Z\alpha)^4}{\pi n^3}\,\frac{\mu^3c^2}{m^2}\,\ln k_0(n,l),\label{ee}\\
\Delta E_{eN}&=-\frac43\cdot2Z\,\frac{\alpha(Z\alpha)^4}{\pi n^3}\,\frac{\mu^3c^2}{mM}\,\ln k_0(n,l)=-\frac83\,\frac{(Z\alpha)^5}{\pi n^3}\,\frac{\mu^3c^2}{mM}\,\ln k_0(n,l),\label{eN}\\
\Delta E_{NN}&=-\frac43\,\frac{Z^2\alpha(Z\alpha)^4}{\pi n^3}\,\frac{\mu^3c^2}{M^2}\,\ln k_0(n,l).\label{NN}
\end{align}
In (\ref{ee}) the electron emits and reabsorbs the photon; this is the Bethe term of the electron self-energy. In (\ref{eN}) one particle emits and the other absorbs. The factor 2 counts the two assignments and turns $4/3$ into $8/3$, and the vertex charges $e$ and $Ze$ combine into one more power of $Z\alpha$. This is the $\ln k_0$ part of the Salpeter recoil correction. In (\ref{NN}) the nucleus emits and reabsorbs; this is the $\ln k_0$ part of the nuclear self-energy. The same Bethe logarithm appears three times because an ultrasoft photon cannot resolve which particle it meets, and at $\mathbf P=0$ both currents are multiples of the one operator $\mathbf p$. The ratios are
\begin{equation}
\Delta E_{ee}:\Delta E_{eN}:\Delta E_{NN}=1:\frac{2Zm}{M}:\left(\frac{Zm}{M}\right)^2 ,
\end{equation}
and all three have the same sign.

For $M\to\infty$ one has $\mu\to m$ and only (\ref{ee}) survives. For $Z=1$, $g=1/\mu$ and $\mu^3g^2=\mu$: the sum of the three terms is the fixed-nucleus Bethe term with $m$ replaced by $\mu$, as it must be for a neutral system whose dipole moment is $-e\mathbf r$. For $Z=1$ and $m=M$ the ratios are $1:2:1$, and the result is symmetric under exchange of the particles. At first order in $m/M$ there are two recoil effects: $\mu^3=m^3(1+m/M)^{-3}$ in (\ref{ee}) gives the relative change $-3m/M$, and (\ref{eN}) gives $+2Zm/M$. For $Z=1$ they add to $-m/M$, in agreement with the single factor $\mu$. If both charges had the same sign and the same ratio of charge to mass, as the spring model allows, $g$ would vanish and the relative motion would not couple to dipole photons.

Equation (\ref{main}) is the ultrasoft contribution only. The physical shift cannot depend on $K$, so photons with $\varepsilon>K$ must cancel both $\ln K$ and $\rho(K)$, and they do so differently in the three terms. The following is an order-of-magnitude argument, not a derivation. When one particle emits and reabsorbs, the two phase factors combine into a shift of its momentum by $\hbar\mathbf k$ in the intermediate state, which adds $\hbar^2k^2/2m$ and $\hbar\mathbf k\cdot\mathbf p_1/m$ to a denominator of size $\varepsilon$. These are of relative order $\varepsilon/mc^2$ and $v/c$, so the logarithm continues to about $mc^2$ for the electron and about $Mc^2$ for the nucleus. In the cross term the factor $e^{i\mathbf k\cdot\mathbf r}$ survives and changes the integrand at $\varepsilon\sim\mu c^2Z\alpha$. Above that scale the exchange of two transverse photons through both $A^2$ vertices, state independent in the dipole approximation, is of the same order $(Z\alpha)^5\mu^3c^2/mM$: the vertices supply $(Z\alpha)^2/mM$, so on dimensional grounds it is a potential of order $(Z\alpha)^2\hbar^3/(mMc\,r^3)$, whose average in an $s$ state is $(Z\alpha)^2\hbar^3|\psi(0)|^2/(mMc)$ times $\int dr/r$ between about $\hbar/\mu c$ and $a$, a further $\ln(Z\alpha)$. The coefficient $8/3$ therefore belongs to $\ln k_0$ and is not the coefficient of $\ln(Z\alpha)$ in the full Salpeter correction. For $l>0$ equation (\ref{main}) is free of $K$, yet it is still incomplete, since the higher regions can supply spin-dependent and $r^{-3}$ operators of the same order. For $s$ states the constant that accompanies (\ref{NN}) multiplies $|\psi(0)|^2$, as the nuclear-size shift $\tfrac16\langle r_N^2\rangle\langle\nabla^2U\rangle$ does, so it depends on how the charge radius is defined.

\section*{Part (f)}

Reduce $w$ to radial integrals and set up two independent evaluations of $I(K)$ and $\ln k_0$ for $1s$, $2s$ and $2p$.

\subsection*{Solution}

Reduced units are used, $\psi=u(r)Y_{lm}/r$, $\gamma=1/n$, $E=-\gamma^2/2$. The identity $\nabla_i=\tfrac12[\nabla^2,r_i]$ with $r_i=r\hat r_i$ separates the matrix element. On a function of angular momentum $l$, $\nabla^2$ acts on $u$ as $d^2/dr^2-l(l+1)/r^2$, so between $l'$ and $l$ the angular factor is $\langle l'm'|\hat r_i|lm\rangle$ and the radial function is
\begin{equation}
s_{l'}=\tfrac12\left[(ru)''-\frac{l'(l'+1)}{r}u-ru''+\frac{l(l+1)}{r}u\right]=u'-\frac{l'(l'+1)-l(l+1)}{2r}\,u .
\end{equation}
The vector $\hat r_i$ has angular momentum 1 and odd parity, so $l'=l\pm1$, with $s_{l+1}=u'-(l+1)u/r$ and $s_{l-1}=u'+lu/r$. The angular weights $b_\pm=\sum_{i,m'}|\langle l\pm1,m'|\hat r_i|lm\rangle|^2$ obey $b_++b_-=1$ because $\hat r_i\hat r_i=1$. A second relation follows from $\hat r_iL^2(\hat r_iY)=[l(l+1)+2]Y$: the product rule gives $L^2Y$, the term $\hat r_i(L^2\hat r_i)Y=2Y$, and a mixed term proportional to the angular gradient of $\hat r_i\hat r_i$, which is zero. Thus $b_+(l+1)(l+2)+b_-l(l-1)=l(l+1)+2$. Subtracting $l(l+1)(b_++b_-)$ gives $(l+1)b_+-lb_-=1$, so $b_+=(l+1)/(2l+1)$ and $b_-=l/(2l+1)$. Summed over $m'$, $w=b_\pm\,|\int u'_{\rm f}\,s_{l\pm1}\,dr|^2$ with $u'_{\rm f}$ the radial function of the final state. Each $s_{l'}$ is a sum of terms $r^je^{-\gamma r}$ with $j\ge l'$; for $1s$, $u=2re^{-r}$ and $s_1=-2re^{-r}$.

The first evaluation is the spectral sum. Bound and continuum Coulomb functions both have the form $r^{l'+1}e^{-\beta r}\,{}_1F_1(A;B;2\beta r)$ with $B=2l'+2$, where $\beta=1/n'$, $A=l'+1-n'$ for bound states and $\beta=iq$, $A=l'+1+i/q$ in the continuum. Term-by-term integration of the series gives, with $b=j+l'+2$ and $\zeta=2\beta/(\gamma+\beta)$,
\begin{equation}
\int_0^\infty\! r^{b-1}e^{-(\gamma+\beta)r}{}_1F_1(A;B;2\beta r)\,dr=\frac{(b-1)!}{(\gamma+\beta)^{b}}\,(1-\zeta)^{B-A-b}\,{}_2F_1(B-A,B-b;B;\zeta),
\end{equation}
where the Euler transformation of ${}_2F_1(A,b;B;\zeta)$ has been applied. For bound states the series terminates. In the continuum it converges only for $|\zeta|<1$, which holds for large $\gamma$ at fixed $q$; both sides are analytic in $\gamma$ for $\mathrm{Re}\,\gamma>0$, so the formula extends to all $q$ by continuation in $\gamma$. Since $B-b=l'-j\le0$, the last factor is a polynomial. The normalizations are tested by three sum rules that the weights must obey: $\sum w=\langle p^2\rangle=1/n^2$ by the virial theorem, $\sum wx=2\delta_{l0}/n^3$ from (\ref{sumrule}), and $\sum w/x=3/2$. The last follows from $p_i=i[H,r_i]$, which gives $w/x=x\sum_i|\langle n'|r_i|nl\rangle|^2$, and $\sum x|r_i|^2=\tfrac12\langle[r_i,[H,r_i]]\rangle=3/2$. The same relation shows that $w=0$ for degenerate final states. All three rules are asserted to $10^{-9}$ in reduced units for each state.

The second evaluation computes $\mathcal G(\varepsilon)$ without eigenstates of $H$ and integrates the first form of (\ref{IK}). Put $E-\varepsilon=-\kappa^2/2$, so $\varepsilon=(\kappa^2-\gamma^2)/2$ and $d\varepsilon=\kappa\,d\kappa$. The functions $S_\nu=N_\nu r^{l'+1}e^{-\kappa r}L^{2l'+1}_{\sigma}(2\kappa r)$, $\nu=\sigma+l'+1$, $\sigma=0,1,\dots$, are Coulomb bound states of principal number $\nu$ for the charge $\nu\kappa$, whose energy is $-(\nu\kappa)^2/2\nu^2=-\kappa^2/2$. Therefore
\begin{equation}
(H-E+\varepsilon)S_\nu=\frac{\nu\kappa-1}{r}\,S_\nu .
\end{equation}
They are the eigenfunctions of a Sturm--Liouville problem with weight $1/r$, complete with $\sum_\nu S_\nu(r)S_\nu(r')/r=\delta(r-r')$ when $\int S_\nu^2\,dr/r=1$, which by the Laguerre norm requires $N_\nu^2=(2\kappa)^{2l'+2}\sigma!/(\sigma+2l'+1)!$. Applying $H-E+\varepsilon$ to $\sum_\nu S_\nu(r)S_\nu(r')/(\nu\kappa-1)$ gives this delta function, so the sum is the radial Green function. The overlaps follow from $\sum_\sigma L^{\eta}_\sigma(y)\tau^\sigma=(1-\tau)^{-\eta-1}e^{-y\tau/(1-\tau)}$ with $\eta=2l'+1$. With $h=j+l'+1$ and $z=(\gamma-\kappa)/(\gamma+\kappa)$, the exponent multiplying $-r$ is $\gamma+\kappa+2\kappa\tau/(1-\tau)=(\gamma+\kappa)(1-z\tau)/(1-\tau)$, so
\begin{equation}
\sum_\sigma\tau^\sigma\!\int_0^\infty\! r^{h}e^{-(\gamma+\kappa)r}L^\eta_\sigma(2\kappa r)\,dr=\frac{h!}{(\gamma+\kappa)^{h+1}}\,\frac{(1-\tau)^{j-l'}}{(1-z\tau)^{h+1}} .
\end{equation}
For $1s$, $j=l'=1$, $h=3$, $b_+=1$, and the coefficient of $\tau^\sigma$ in $3!\,(1-z\tau)^{-4}$ is $(\sigma+1)(\sigma+2)(\sigma+3)z^\sigma$, so
\begin{equation}
\mathcal G_{1s}=\frac{4(2\kappa)^4}{(1+\kappa)^8}\sum_{\sigma=0}^\infty\frac{(\sigma+1)(\sigma+2)(\sigma+3)}{(\sigma+2)\kappa-1}\,z^{2\sigma}.
\end{equation}
At $\varepsilon=0$, $\kappa=1$ and $z=0$, which leaves $4\cdot16\cdot6/256=3/2$, the value of $\sum w/x$. For $2p$ the channel $l'=0$ has the pole $1/(\kappa-1)$ of the decay to $1s$; an even Gauss rule on the interval $\tfrac12<\kappa<\tfrac32$, symmetric about the pole, yields the principal value.

At $K=50E_0$ the two evaluations of $I$ agree within the asserted $10^{-8}$: $4.506187$ ($1s$), $0.605377$ ($2s$) and $0.008220$ ($2p$), in reduced units. The spectral sum (\ref{bethe}) gives
\begin{equation}
\ln k_0(1s)=2.984129,\qquad \ln k_0(2s)=2.811770,\qquad \ln k_0(2p)=-0.030017 .
\end{equation}
The Green-function integral at $K=4\times10^6E_0$, inserted in (\ref{asym}) with $\rho$ ignored, gives $2.98131$ and $2.80895$ for the $s$ states. Both lie $0.00282$ below the spectral values, and (\ref{rem}) predicts $8/\sqrt{8\times10^6}=0.00283$ for both. The combination $2f(4K)-f(K)$ of $f=I-D\ln(2K/E_0)$ at $K=10^6E_0$ removes a $K^{-1/2}$ term and, divided by $-D_n$, gives $2.98412$, $2.81176$ and $-0.03002$, asserted to agree with the spectral values within $10^{-4}$.

At $K=50E_0$ the asymptotic form is poor for $1s$: $2(\ln100-2.98413)=3.24208$ against $I=4.50619$, so $\rho=1.264$, while (\ref{rem}) gives $2\times8/10=1.6$. For $2p$, $-\tfrac14\ln k_0=0.007504$ against $0.008220$, so $\rho=0.00072$, while the leading estimate is $1/(24\times50)=0.00083$. For $1s$ and $2s$ no $p$ state lies lower, all weights $wx$ are non-negative, and $k_0$ may be read as a logarithmic mean excitation energy in units of $E_0/2$. For $2p$ it has no such meaning: the weights $wx$ have both signs and sum to zero, and $\ln k_0$ is the residue of that cancellation.

\section*{Part (g)}

Evaluate the three $\ln k_0$ terms for the $1s$, $2s$ and $2p$ levels of hydrogen-like $^{16}\mathrm O^{7+}$, with nonrelativistic Coulomb states and a point nucleus. Compare the Salpeter term with the reduced-mass effect in the electron term, and examine the window (\ref{window}).

\subsection*{Solution}

The nuclear mass is taken as the tabulated atomic mass $15.994915$ u minus $8m$, with the electron binding energy neglected, about $1.4\times10^{-7}$ of $M$; including it would change $M$ and $m/M$ below by one unit in the last digit shown. Then $m=9.109384\times10^{-31}$ kg, $M=2.655289\times10^{-26}$ kg, $\mu=9.109071\times10^{-31}$ kg, $m/M=3.430656\times10^{-5}$ and $Z\alpha=0.05837882$. The coupling is $gm=1+8\times3.430656\times10^{-5}=1.00027445$, the length unit is $a=6.614942\times10^{-12}$ m, and $E_0=2.79014\times10^{-16}$ J.

Since $(Z\alpha)^4\mu^3c^2/m^2=(Z\alpha)^2E_0(\mu/m)^2$, the prefactor of (\ref{ee}) for $n=1$ is
\begin{align}
C_{ee}&=\frac{4\alpha}{3\pi}(Z\alpha)^2E_0\left(\frac\mu m\right)^2\nonumber\\
&=3.09709\times10^{-3}\cdot3.40809\times10^{-3}\cdot2.79014\times10^{-16}\ \mathrm J\cdot0.999931=2.94484\times10^{-21}\ \mathrm J .
\end{align}
The ratios $2Zm/M=5.48905\times10^{-4}$ and $(Zm/M)^2=7.53242\times10^{-8}$ give $C_{eN}=1.61644\times10^{-24}$ J and $C_{NN}=2.21817\times10^{-28}$ J. Multiplying by $-\ln k_0(1s)=-2.984129$,
\begin{align}
\Delta E_{ee}(1s)&=-8.7878\times10^{-21}\ \mathrm J\quad(-1.3262\times10^{7}\ \mathrm{MHz}),\nonumber\\
\Delta E_{eN}(1s)&=-4.8237\times10^{-24}\ \mathrm J\quad(-7.280\times10^{3}\ \mathrm{MHz}),\nonumber\\
\Delta E_{NN}(1s)&=-6.619\times10^{-28}\ \mathrm J\quad(-0.9990\ \mathrm{MHz}),
\end{align}
where the frequencies are $\Delta E/h$. For $n=2$ the prefactors are divided by 8, to $3.68105\times10^{-22}$ J, $2.02054\times10^{-25}$ J and $2.77272\times10^{-29}$ J. Multiplying by $-2.811770$ for $2s$ and by $+0.030017$ for $2p$,
\begin{align}
\Delta E_{ee}(2s)&=-1.0350\times10^{-21}\ \mathrm J\quad(-1.5621\times10^{6}\ \mathrm{MHz}),\nonumber\\
\Delta E_{eN}(2s)&=-5.6813\times10^{-25}\ \mathrm J\quad(-857.4\ \mathrm{MHz}),\nonumber\\
\Delta E_{NN}(2s)&=-7.796\times10^{-29}\ \mathrm J\quad(-0.1177\ \mathrm{MHz}),\nonumber\\
\Delta E_{ee}(2p)&=+1.1049\times10^{-23}\ \mathrm J\quad(+1.6675\times10^{4}\ \mathrm{MHz}),\nonumber\\
\Delta E_{eN}(2p)&=+6.065\times10^{-27}\ \mathrm J\quad(+9.153\ \mathrm{MHz}),\nonumber\\
\Delta E_{NN}(2p)&=+8.323\times10^{-31}\ \mathrm J\quad(+1.256\times10^{-3}\ \mathrm{MHz}).
\end{align}
The sums are $-8.7926\times10^{-21}$ J, $-1.0356\times10^{-21}$ J and $+1.1055\times10^{-23}$ J. The Green-function route, with the constants built from $e$, $\varepsilon_0$, $\hbar$ and $c$ and the full $g^2$, gives the same figures; it is asserted to within $10^{-4}$ of the summed prefactor, which is finer than the Salpeter share of the $s$ levels but far too coarse to resolve the nuclear term. The mass dependence of that term rests on the reduction in part (a) and on the spring model, where $Z^2/M^2$ is the largest piece of $g^2$ at $Z=8$. The digits above are those of the terms as defined in (\ref{ee})--(\ref{NN}). They are not level shifts: the region $\varepsilon>K$ can contribute at the same order for every level, the $s$ levels also carry the cutoff logarithm, and higher orders in $Z\alpha$ are absent throughout.

The reduced-mass factor is $(\mu/m)^3-1=-1.0291\times10^{-4}$. The electron term minus its value at $\mu=m$ is $+9.045\times10^{-25}$ J for $1s$. Its ratio to the Salpeter term is $9.045\times10^{-25}/(-4.8237\times10^{-24})=-0.1875$, equal, to first order in $m/M$, to $-3/(2Z)=-3/16$ from part (e). In oxygen the exchange term is the larger of the two first-order recoil effects on the coefficient of $\ln k_0$, whereas for $Z=1$ the ratio is $-3/2$.

The window runs from $E_0=2.790\times10^{-16}$ J to $\mu c^2Z\alpha=4.779\times10^{-15}$ J, a factor $1/Z\alpha=17$; for the $n=2$ levels, whose radius is five to six times $a$, the dipole condition puts the upper edge lower still. The atomic recoil neglected in part (a) is at most $1.0\times10^{-6}$ of the photon energy there. The window itself is narrow: at its upper edge the leading estimate (\ref{rem}) gives $\rho/D_n\approx8/\sqrt{2\times17}\approx1.4$, only a rough guide at so small a $K$, and part (f) found for $1s$ the actual $\rho=1.264$ beside $I=4.506$, that is $\rho/D_n=0.63$ against the estimate $0.8$, even at $K=50E_0$, which lies above that edge. For $1s$ and $2s$ every term of $\rho(K)$ is non-negative and decreases with $K$, so inside the window $\rho/D_n$ exceeds its value at $K=50E_0$, about $0.63$ for both levels by the numbers of part (f), while the bracket in (\ref{main}) is at most $\ln 34.3-2.98=0.55$ for $1s$ and $\ln 34.3-2.81=0.72$ for $2s$. No $K$ inside the window makes (\ref{main}) numerically accurate for these levels of oxygen. This does not affect (\ref{ee})--(\ref{NN}), which are coefficients in the expansion in $Z\alpha$: the window opens without limit as $Z\alpha\to0$, and $\rho(K)/D_n$ then becomes as small as desired. The size of the corrections of higher order in $Z\alpha$ at $Z=8$ is not determined by the ultrasoft calculation.

\section*{Computed results}
\begin{verbatim}
polarization integral / pi = 2.66666667
prefactor 2 alpha/(3 pi c^2) = 1.72299014e-20 s^2/m^2
spring model (m=1, M=3, Z=8): exact/g^2 formula = 1.000004
Breit kernel times r: parallel 1.00000000, perpendicular 0.50000000
low-k Breit kernel / k at kr=0.01: 0.424412 0.424410
1s sums (reduced): w 1.00000000, w/x 1.50000000, wx 2.00000000
1s integral at K=50 E0: Green 4.50618710, spectral 4.50618710
1s ln k0: spectral 2.98412856, Green K=4e6 E0 2.98131, extrapolated 2.98412
2s sums (reduced): w 0.25000000, w/x 1.50000000, wx 0.25000000
2s integral at K=50 E0: Green 0.60537712, spectral 0.60537712
2s ln k0: spectral 2.81176989, Green K=4e6 E0 2.80895, extrapolated 2.81176
2p sums (reduced): w 0.25000000, w/x 1.50000000, wx 0.00000000
2p integral at K=50 E0: Green 0.00822004, spectral 0.00822004
2p ln k0: spectral -0.03001671, Green K=4e6 E0 -0.03002, extrapolated -0.03002
O7+: Z = 8, atomic mass = 15.994915 u, alpha = 7.2973525643e-03
m = 9.10938371e-31 kg, M = 2.65528938e-26 kg, mu = 9.10907121e-31 kg
m/M = 3.430656e-05, Z alpha = 0.05837882
g = 1.09807039e+30 1/kg, g m = 1.000274452
length unit = 6.614942e-12 m
window: E0 = 2.79014e-16 J, mu c^2 Z alpha = 4.77937e-15 J
atomic recoil ratio at upper edge = 1.001e-06
ratios: 2Zm/M = 5.489049e-04, (Zm/M)^2 = 7.532415e-08
(mu/m)^3 - 1 = -1.029126e-04
1s prefactors: 2.944836e-21, 1.616435e-24, 2.218173e-28 J
1s electron ln k0 term = -8.787770e-21 J = -1.326242e+07 MHz
1s Salpeter ln k0 term = -4.823650e-24 J = -7.279806e+03 MHz
1s nuclear ln k0 term = -6.619313e-28 J = -9.989803e-01 MHz
1s total = -8.7925945e-21 J = -1.3269697e+07 MHz; Green road -8.7926e-21 J
1s reduced-mass part of electron term = 9.04465e-25 J
2s prefactors: 3.681045e-22, 2.020544e-25, 2.772716e-29 J
2s electron ln k0 term = -1.035025e-21 J = -1.562050e+06 MHz
2s Salpeter ln k0 term = -5.681305e-25 J = -8.574169e+02 MHz
2s nuclear ln k0 term = -7.796240e-29 J = -1.176601e-01 MHz
2s total = -1.0355935e-21 J = -1.5629075e+06 MHz; Green road -1.0356e-21 J
2s reduced-mass part of electron term = 1.06528e-25 J
2p prefactors: 3.681045e-22, 2.020544e-25, 2.772716e-29 J
2p electron ln k0 term = 1.104929e-23 J = 1.667548e+04 MHz
2p Salpeter ln k0 term = 6.065008e-27 J = 9.153250e+00 MHz
2p nuclear ln k0 term = 8.322782e-31 J = 1.256066e-03 MHz
2p total = 1.1055353e-23 J = 1.6684630e+04 MHz; Green road 1.1055e-23 J
2p reduced-mass part of electron term = -1.13723e-27 J
\end{verbatim}
